# Capillary Pairing Threshold in a Periodic Array of Flexible Fins, part 2

Equal flexible fins stand side by side, separated by equal gaps of width \(D\), each holding a column of liquid. The liquid pulls neighbouring fins together. In the pairing mode they move in opposite directions, so that every second gap closes and the others open. Gravity is neglected.

Let \(\gamma\) be the surface tension, \(\theta\) the contact angle measured through the liquid, \(A\) the wetted area of one sidewall, and \(L\) the fin length along the gap. A gap of width \(d\) has suction \(2\gamma\cos\theta/d\). The stiffness \(k\), in N/m, is the total side load on a fin, spread uniformly over the wetted wall, divided by the displacement at the meniscus. If \(A\) stays fixed while the gaps change, equal gaps are stable for \(k>k_c\) and unstable for \(k<k_c\), with

\[
k_c=\frac{8\gamma A\cos\theta}{D^2}. \tag{1}
\]

If each gap instead keeps its own liquid and the contact line is free to move, the column rises as the gap narrows. For parallel walls the threshold is then \(2k_c\). A meniscus pinned at the fin tops meets the edge at an apparent angle that varies with the gap width.

The displacement of fin \(i\) to the right, measured at the meniscus, is \(u_i\). The gradient \(G\) is the rate at which the pull on a wall grows as its gap narrows. For small displacements each gap acts as a spring of stiffness \(-G\) between its two fins. At fixed \(A\), equal gaps have \(G=2\gamma A\cos\theta/D^2\), and the pairing mode has stiffness \(k-4G=k-k_c\).

The worked case uses water with \(\gamma=0.072\) N/m and \(\theta=30^\circ\), \(D=20\) nm and \(A=80000\) nm², which give \(k_c=99.77\) N/m. For \(k=55.56\) N/m, a separate numerical calculation on a ring of eight fins gave a softest-mode stiffness of \(-44.21\) N/m, in agreement with \(k-k_c\).

### Lumped stiffness of a clamped fin

Let a fin have thickness \(t\), height \(H\) and length \(L\), with \(L\gg H\), and let it be clamped at its foot \(z=0\). Strain along its length is suppressed, so bending is governed by the plane-strain modulus \(E'=E/(1-\nu^2)\), where \(E\) is Young's modulus and \(\nu\) is Poisson's ratio. The bending stiffness per unit length is \(B=E't^3/12\).

With the gaps wetted to the top, the difference between the suctions on the two sides is a uniform pressure \(p\). The part of the fin above \(z\) exerts a moment \(p(H-z)^2/2\) per unit length, so the deflection \(w(z)\) obeys

\[
Bw''=\frac{p(H-z)^2}{2}.
\]

Integrating twice with \(w(0)=w'(0)=0\) gives

\[
w(z)=\frac{p\,z^2(6H^2-4Hz+z^2)}{24B},
\qquad w(H)=\frac{pH^4}{8B}. \tag{14}
\]

The total load is \(pHL\), and hence

\[
k=\frac{pHL}{w(H)}=\frac{8BL}{H^3}=\frac{2E'Lt^3}{3H^3}. \tag{15}
\]

This is larger than the stiffness \(3BL/H^3\) for a load concentrated at the tip. Using the tip-load value in its place would make the ratio \(k/k_c\) too small by a factor \(8/3\).

With \(A=HL\), the condition \(k<k_c\) reads \(2E't^3/(3H^3)<8\gamma H\cos\theta/D^2\). Solving for the height gives instability for \(H>H_c\), where

\[
H_c^4=\frac{E't^3D^2}{12\gamma\cos\theta},
\qquad \frac{k}{k_c}=\left(\frac{H_c}{H}\right)^4. \tag{16}
\]

If the liquid reaches only a height \(h<H\), the part of the fin above the meniscus carries no load. The same derivation applies with \(H\) replaced by \(h\). At fixed \(\theta\), \(D\) and \(t\), a uniformly falling liquid level therefore moves the equal-gap state towards stability, and the full gap is the most severe case.

### Trapped liquid between bending fins

A bending fin does not remain parallel to its neighbours, so the factor of two for parallel walls needs to be recalculated. Let the liquid stand just below the fin tops, so that it has room to rise, and set the wetted height equal to \(H\). In the pairing mode one gap has width \(D-2w(z)\) and the next has \(D+2w(z)\). Write \(w_H=w(H)\) and \(J=\int_0^H w\,dz\). Conservation of volume makes the column in the narrow gap rise by \(\eta\), where to first order

\[
D\eta=2J,\qquad \eta=\frac{2J}{D}.
\]

The column in the wide gap falls by the same amount. Two load changes act on the fin, both towards the narrow gap. With \(P=2\gamma\cos\theta/D\), the suctions change by \(\pm2Pw_H/D\), which gives a uniform pressure \(4Pw_H/D\). In addition, the narrow gap gains a loaded strip of height \(\eta\) near the top, and the wide gap loses one. Together they form a tip load \(2P\eta=4PJ/D\) per unit length. With \(\lambda=4P/D=8\gamma\cos\theta/D^2\), the loads are \(\lambda w_H\) and \(\lambda J\).

A uniform pressure \(p\) produces \(w_H=pH^4/8B\) and, by integrating (14), \(J=pH^5/20B\). A tip load \(T\) produces \(w=Tz^2(3H-z)/6B\), so \(w_H=TH^3/3B\) and \(J=TH^4/8B\). Define \(j=J/H\) and \(S=\lambda H^4/B\). A neutral deflection must reproduce itself:

\[
w_H=S\left(\frac{w_H}{8}+\frac j3\right),\qquad
j=S\left(\frac{w_H}{20}+\frac j8\right). \tag{17}
\]

A nonzero solution requires \((1/S-1/8)^2=1/60\). The smallest positive load is given by \(1/S=1/8+1/\sqrt{60}\). Since \(k=8BL/H^3\) and \(k_c=\lambda HL\), one has \(k/k_c=8/S\). The threshold is therefore

\[
k_{\rm trap}=\left(1+\frac{8}{\sqrt{60}}\right)k_c\simeq2.03\,k_c. \tag{18}
\]

At fixed height the tip load is absent, so \(S=8\) and (1) is recovered. A separate calculation used the second derivatives of the bending and wetting energies, with the column heights found from the conserved volume. It gave a factor 2.0329, against 2.0328 from (18). Both omit meniscus-shape and tilt corrections of relative order \(D/H\).

### Finite disturbances above the linear threshold

Return to fixed \(A\), and let neighbouring fins be displaced by \(+x\) and \(-x\). The gaps are \(D-2x\) and \(D+2x\), and the net capillary pull on a fin is

\[
2\gamma A\cos\theta\left(\frac1{D-2x}-\frac1{D+2x}\right)
=\frac{8\gamma A\cos\theta\,x}{D^2-4x^2}
=\frac{k_cx}{1-4x^2/D^2}. \tag{19}
\]

The pull grows faster than the elastic force \(kx\). For \(k>k_c\) the two are equal at

\[
u_*=\frac D2\sqrt{1-\frac{k_c}{k}}. \tag{20}
\]

Below \(u_*\) the elastic force is larger and the fins return. Above it the capillary pull is larger and the fins run to contact. The equilibrium at \(u_*\) is thus unstable, and it shrinks to zero as \(k\) approaches \(k_c\) from above. Equation (20) applies to a coherent pairing displacement. A disturbance confined to a few fins has a different critical size.

### Unequal dry gaps

Patterning can leave gaps that alternate between \(D-e\) and \(D+e\) before wetting. Suppose that each fin moves by \(u\) towards its narrower gap. That gap becomes \(D-2x\) with \(x=u+e/2\), and the other becomes \(D+2x\). The capillary pull is still (19), but the elastic force is \(k(x-e/2)\). Balance requires

\[
k\left(x-\frac e2\right)=\frac{k_cx}{1-4x^2/D^2}.
\]

Set \(r=k_c/k\) and \(y=2x/D\), and multiply by \(2/(kD)\):

\[
\frac eD=y-\frac{ry}{1-y^2}. \tag{21}
\]

For \(r<1\) the right side rises from zero, reaches a maximum, and then falls. A mismatch above the maximum leaves no equilibrium short of contact. The maximum satisfies

\[
1-\frac{r(1+y^2)}{(1-y^2)^2}=0
\quad\Longrightarrow\quad
y^4-(2+r)y^2+1-r=0,
\]

and the root with \(y<1\) is

\[
y_m^2=\frac{2+r-\sqrt{r^2+8r}}2. \tag{22}
\]

The largest tolerable mismatch \(e_m\) follows by inserting \(y_m\) in (21). Close to threshold, where \(1-r\) is small, (21) reduces to \(e/D\simeq(1-r)y-ry^3\). Its maximum is at \(y^2=(1-r)/(3r)\), which gives

\[
\frac{e_m}{D}\simeq\frac23(1-r)\sqrt{\frac{1-r}{3r}} .
\]

The tolerance thus falls as the \(3/2\) power of the stiffness margin, faster than the margin itself.

For \(e<e_m\) the solution with the smaller \(x\) is stable against pairing. It is also stable against other small displacements. If the two kinds of gap have gradients \(G_1\) and \(G_2\), the destabilizing energy is a sum of terms \(\tfrac12G(u_{i+1}-u_i)^2\). Because \((u_{i+1}-u_i)^2\le2(u_i^2+u_{i+1}^2)\), with equality for \(u_{i+1}=-u_i\), pairing remains the softest pattern.

### Worked case: low-k fins in water and isopropanol

Take \(E=5\) GPa, \(\nu=0.25\), \(t=D=20\) nm, \(H=80\) nm and \(L=1000\) nm. Then \(E'=5.333\) GPa. Since 1 GPa equals 1 (N/m)/nm, equation (15) gives

\[
k=\frac{2(5.333)(1000)(20^3)}{3(80^3)}\ \text{N/m}=55.6\ \text{N/m}.
\]

The same fins are compared in two liquids, each wetting them to the top. For water, \(k_c=99.8\) N/m from Section 1, so \(k/k_c=0.56\) and the equal gaps are unstable. The critical height is 69 nm. For isopropanol, with \(\gamma=0.021\) N/m and \(\theta=10^\circ\),

\[
k_c=\frac{8(0.021)(80000)\cos10^\circ}{20^2}\ \text{N/m}=33.1\ \text{N/m}.
\]

Now \(k/k_c=1.68\) and the critical height is 91 nm, so the equal gaps are stable at fixed wetted area. If the isopropanol is instead trapped and stands just below the fin tops, so that it has room to rise, the threshold is 67.3 N/m, the ratio falls to 0.83, and the fins are unstable. The treatment of the liquid changes the verdict here, but the margin is smaller than 0.83 suggests. For columns this short, the meniscus-shape and tilt terms left out of (18) lower the isopropanol threshold by about 14 %, which brings the ratio to about 0.96 before the extra compliance discussed below is counted. Trapped liquid that is pinned at the top edges cannot rise. Its meniscus flattens as the gap narrows, so (18) does not apply to it. The flattening weakens the growth of the suction, or reverses it at larger angles, but it raises the horizontal line pull at the fin top. For \(H=4D\) the resulting threshold is about \(1.4\,k_c\) at an apparent angle of \(10^\circ\) and about \(0.2\,k_c\) at \(30^\circ\), as long as the menisci stay pinned.

Even at fixed area the isopropanol case is vulnerable to finite effects. Equation (20) gives \(u_*=10\sqrt{1-33.09/55.56}=6.4\) nm. Equations (21) and (22) give \(e_m=2.3\) nm, reached at \(x=4.1\) nm. Dry gaps of about 17.7 and 22.3 nm are therefore at the limit of stability.

### Effects left out of the threshold

**Wall tilt.** When a fin top leans into a gap by angle \(\alpha\), the meniscus leaves the wall at \(\theta-\alpha\) from the vertical, and the suction becomes \(2\gamma\cos(\theta-\alpha)/d\). Its relative increase from tilt is \(\alpha\tan\theta\). From (14), \(\alpha=w'(H)=4w_H/(3H)\). Compared with the relative increase \(2w_H/D\) from narrowing, tilt raises \(k_c\) by the fraction \((2D/3H)\tan\theta\). This is 9.6 % for water and 2.9 % for isopropanol.

**Shear.** With shear modulus \(\mu=E/[2(1+\nu)]\) and shear factor \(5/6\), the tip moves by an additional \(pH^2/(2\cdot\tfrac56\mu t)\). Divided by the bending deflection in (14), this is \(2E't^2/(5\mu H^2)\), or 6.7 %.

**Base rotation.** A moment \(M\) per unit length applies the stress \(\sigma=12M\xi/t^3\) across the foot, \(|\xi|<t/2\). On an elastic half-space of plane-strain modulus \(E'_b\), the surface displacement is \(-(2/\pi E'_b)\int\sigma(\xi')\ln|\xi-\xi'|\,d\xi'\), up to a constant. Defining the rotation \(\phi\) by \(M\phi=\int\sigma v_s\,d\xi\), with \(v_s\) this displacement, and scaling lengths by \(t\), gives

\[
\phi=-\frac{288M}{\pi E'_bt^2}\,I,\qquad
I=\iint_{-1/2}^{1/2}ab\ln|a-b|\,da\,db .
\]

At fixed separation \(\rho=|a-b|\), integrating over the midpoint gives

\[
I=2\int_0^1\ln\rho\left[\frac{(1-\rho)^3}{12}-\frac{\rho^2(1-\rho)}4\right]d\rho
=2\left(-\frac{25}{576}+\frac7{576}\right)=-\frac1{16},
\]

where \(\int_0^1\rho^n\ln\rho\,d\rho=-1/(n+1)^2\) was used. Thus \(\phi=18M/(\pi E'_bt^2)\). With \(M=pH^2/2\), the tip displacement \(\phi H\) adds the fraction \((6/\pi)(t/H)(E'/E'_b)\) to the bending compliance. It is 1.7 % for \(E'_b=150\) GPa, but 48 % if the base is the same low-k material. Translation of the foot and coupling between neighbouring feet are not included.

**Van der Waals attraction.** The attraction per area \(A_{\rm H}/(6\pi d^3)\) has gradient \(A_{\rm H}/(2\pi D^4)\). For a rough Hamaker constant \(A_{\rm H}=10^{-20}\) J, this is below \(10^{-4}\) of the capillary gradient in both liquids.

Dividing \(k/k_c\) by the tilt factor and by the increased compliance gives 1.5 for isopropanol on the stiff base and 1.06 on the low-k base, at fixed area. Turning of the contact-line force and its axial load on the fin are still omitted. They enter at relative order \((D/H)^2=1/16\), with coefficients not evaluated here. The value 1.06 therefore does not establish stability.

### Relation to real low-k trenches

The modulus and dimensions are rough typical values for porous organosilicate lines after trench etching, although a height of four times the width is on the tall side. The contact angles represent sidewalls made wettable by plasma damage. If more low-k material lies beneath the lines, the assumption of a rigid foot fails; in this model that moves the isopropanol ratio from about 1.5 to about 1.06. Liquid in the pores may alter the modulus. Liquid can also flow along a trench. It runs towards the narrower parts, where the suction is stronger, and if the columns there have room to rise, the pull grows faster than in the trapped case. The threshold (18) is then not a safe bound. Where such flow can be excluded, the trapped threshold is more cautious than the fixed-area one, provided that the stiffness includes the base and the gap mismatch is assessed separately. The numerical output lists the corresponding values for both liquids.

## Numbers as computed

```
fin modulus E = 5.0 GPa, Poisson ratio = 0.25
plane-strain modulus E' = 5.333 GPa
t = 20 nm, D = 20 nm, H = 80 nm, L = 1000 nm
wetted sidewall area A = 80000 nm^2
lumped fin stiffness k = 55.56 N/m
trapped-volume factor, bending fins = 2.0328
same factor from energy Hessian = 2.0329
water: gamma = 0.072 N/m, theta = 30 deg
water: suction = 6.24 MPa
water: k_c, fixed area = 99.77 N/m
water: k/k_c, fixed area = 0.557
water: critical height, fixed area = 69.1 nm
water: k_c, trapped volume = 202.80 N/m
water: k/k_c, trapped volume = 0.274
water: critical height, trapped volume = 57.9 nm
water: wall tilt raises k_c by 9.6 %
water: van der Waals / capillary gradient = 3.2e-05
water: corrected k/k_c, fixed area, stiff base = 0.469
water: corrected k/k_c, fixed area, low-k base = 0.329
isopropanol: gamma = 0.021 N/m, theta = 10 deg
isopropanol: suction = 2.07 MPa
isopropanol: k_c, fixed area = 33.09 N/m
isopropanol: k/k_c, fixed area = 1.679
isopropanol: critical height, fixed area = 91.1 nm
isopropanol: k_c, trapped volume = 67.26 N/m
isopropanol: k/k_c, trapped volume = 0.826
isopropanol: critical height, trapped volume = 76.3 nm
isopropanol: wall tilt raises k_c by 2.9 %
isopropanol: van der Waals / capillary gradient = 9.6e-05
isopropanol: corrected k/k_c, fixed area, stiff base = 1.505
isopropanol: corrected k/k_c, fixed area, low-k base = 1.056
water ring of 8: softest mode stiffness = -44.21 N/m
water ring: k - k_c = -44.21 N/m
isopropanol: critical pairing displacement = 6.36 nm
isopropanol: largest gap mismatch e = 2.33 nm
isopropanol: x at that limit = 4.08 nm
shear adds to fin compliance: 6.7 %
stiff base modulus (plane strain) = 150 GPa
stiff base adds to compliance: 1.7 %
low-k base adds to compliance: 47.7 %
Hamaker constant used = 1e-20 J
```
